\section*{Electron reflection at a fourfold change of effective mass}

\section{Problem}

An electron travels along $z$ from material 1 into material 2. The interface is flat and abrupt, and the electron meets it at normal incidence. The two conduction-band edges have the same energy, which is taken as zero, and the electron has energy $E>0$. The effective masses are $m_1$ and $m_2=4m_1$. No potential step is present. What fraction of the incident electrons is reflected?

Both bands are taken as isotropic and parabolic, with the same valley on both sides. Interface charge and scattering are left out. The envelope function $\psi(z)$ then obeys the BenDaniel--Duke equation
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m(z)}\frac{d\psi}{dz}\right)=E\psi .
\label{bdd}
\end{equation}
For numbers, take $E=0.10$ eV, $m_1=0.05\,m_0$ and $m_2=0.20\,m_0$, where $m_0$ is the free-electron mass.

\section{First estimate by scaling}

The reflection probability $R$ can depend on $\hbar$, $E$, $m_1$ and $m_2$. The only independent dimensionless combination of these is the mass ratio $\rho=m_2/m_1$, so $R$ cannot depend on energy.

For a small mass change the dependence on $\rho$ follows from current balance. In each material $E=mv^2/2$, so
\begin{equation}
v=\sqrt{\frac{2E}{m}},\qquad \frac{v_1}{v_2}=\sqrt{\rho}.
\end{equation}
Let the incident, reflected and transmitted amplitudes at the interface be $1$, $r$ and $t$. Continuity of $\psi$ gives $1+r=t$. The amplitudes are real: equation (\ref{bdd}) is real, and an interface of zero thickness supplies no length with which to mix $\psi$ and $\psi'$ in the matching conditions. Current is velocity times density, so
\begin{equation}
v_1(1-r^2)=v_2t^2 .
\end{equation}
For small $r$ the term $r^2$ is of second order and is dropped. Then
\begin{equation}
t\simeq\sqrt{\frac{v_1}{v_2}}=\rho^{1/4}=e^{(\ln\rho)/4}\simeq1+\frac14\ln\rho,
\qquad r=t-1\simeq\frac14\ln\rho .
\label{estimate}
\end{equation}
Other expressions agree with this one to first order. The logarithm is chosen because exchanging the materials turns $\ln\rho$ into $-\ln\rho$, so that the estimate of $R$ is the same from either side.

A factor of four is not a small change, but extrapolating gives
\begin{equation}
r\simeq\frac{\ln4}{4}=0.347,\qquad R\simeq(0.347)^2=0.120 .
\end{equation}
About one electron in eight should be reflected.

\section{Exact solution of the model}

\subsection{Matching conditions}

Define $\phi=\psi'/m$. Equation (\ref{bdd}) becomes the pair
\begin{equation}
\psi'=m\phi,\qquad \phi'=-\frac{2E}{\hbar^2}\psi .
\end{equation}
Suppose first that the mass changes smoothly over a width $w$. The coefficients of this pair stay bounded as $w\to0$, so $\psi$ and $\phi$ change across the layer by amounts proportional to $w$. In the abrupt limit both changes vanish:
\begin{equation}
\psi\ \text{and}\ \frac{1}{m}\frac{d\psi}{dz}\ \text{are continuous}.
\label{match}
\end{equation}
The slope $\psi'$ itself jumps by the factor $m_2/m_1$.

These conditions conserve current. Write $j=\hbar\,\mathrm{Im}(\psi^*\phi)$. Then
\begin{equation}
\frac{d}{dz}(\psi^*\phi)=(\psi')^*\phi+\psi^*\phi'
=m|\phi|^2-\frac{2E}{\hbar^2}|\psi|^2 ,
\end{equation}
which is real, so $dj/dz=0$.

\subsection{Amplitudes}

With the interface at $z=0$ and electrons incident from material 1,
\begin{align}
\psi&=e^{ik_1z}+re^{-ik_1z}, & z&<0,\\
\psi&=te^{ik_2z}, & z&>0,
\end{align}
where $k_i=\sqrt{2m_iE}/\hbar$. Conditions (\ref{match}) at $z=0$ read
\begin{equation}
1+r=t,\qquad \frac{ik_1}{m_1}(1-r)=\frac{ik_2}{m_2}t .
\end{equation}
Multiply the second by $\hbar/i$ and use $v_i=\hbar k_i/m_i$:
\begin{equation}
v_1(1-r)=v_2t=v_2(1+r).
\end{equation}
Collecting the terms in $r$ gives $v_1-v_2=r(v_1+v_2)$, hence
\begin{equation}
r=\frac{v_1-v_2}{v_1+v_2},\qquad
t=1+r=\frac{2v_1}{v_1+v_2}.
\label{amps}
\end{equation}

The heavier electron has the larger wave number, $k_2=2k_1$, but the smaller velocity, $v_2=v_1/2$. Therefore
\begin{equation}
r=\frac{1-\frac12}{1+\frac12}=\frac13,\qquad t=\frac43,\qquad
R=|r|^2=\frac19 .
\end{equation}

For the transmission probability, currents must be compared. On the left,
\begin{equation}
\psi^*\psi'=ik_1\left(1-|r|^2+r^*e^{2ik_1z}-re^{-2ik_1z}\right).
\end{equation}
The last two terms are a number minus its complex conjugate, which is imaginary. Multiplied by $ik_1$ they become real and drop out of $j$. Thus $j=v_1(1-|r|^2)$ on the left, and $j=v_2|t|^2$ on the right. The transmitted fraction is
\begin{equation}
T=\frac{v_2}{v_1}|t|^2=\frac12\cdot\frac{16}{9}=\frac89,\qquad R+T=1 .
\end{equation}
The value $|t|^2=16/9$ exceeds one because it is a ratio of densities: slower electrons must be denser to carry a given current.

\subsection{The reverse direction and the converse}

Exchanging $v_1$ and $v_2$ in (\ref{amps}) gives $r=-1/3$ from the heavy side, so $R$ is again $1/9$. Conversely, in terms of the mass ratio,
\begin{equation}
r=\frac{\sqrt\rho-1}{\sqrt\rho+1}.
\label{rho}
\end{equation}
Setting $r=1/3$ gives $3\sqrt\rho-3=\sqrt\rho+1$, or $\sqrt\rho=2$. Setting $r=-1/3$ gives $3\sqrt\rho-3=-\sqrt\rho-1$, or $\sqrt\rho=1/2$. A reflection probability of $1/9$ therefore requires a mass ratio of $4$ or $1/4$ in this model.

\subsection{Why the value of $R$ does not test the matching rule}

If $\psi'$ were made continuous instead of $\psi'/m$, the velocities in (\ref{amps}) would be replaced by wave numbers:
\begin{equation}
r=\frac{k_1-k_2}{k_1+k_2}=-\frac13,\qquad t=1+r=\frac23 .
\end{equation}
This also gives $R=1/9$. The transmitted current fraction, however, would be $\frac12\cdot\frac49=\frac29$, so that $R+T=\frac13$ and two thirds of the electrons would be lost. Current conservation exposes the error. It does not single out (\ref{match}), however. If $\psi/\sqrt m$ and its slope are made continuous, then $r=-1/3$, $t=2\cdot\frac23=\frac43$ and $R+T=1$. The sign of $r$ therefore depends on which current-conserving rule is adopted.

\section{Comparison of estimate and solution}

Put $x=\frac14\ln\rho$, so $\sqrt\rho=e^{2x}$. Dividing numerator and denominator of (\ref{rho}) by $e^x$ gives
\begin{equation}
r=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh\left(\frac14\ln\rho\right)
=x-\frac{x^3}{3}+\cdots .
\end{equation}
The scaling estimate is the first term. For $\rho=4$, $x=0.347$ and $x^3/3=0.014$, which accounts for the difference between $0.347$ and $0.333$ to within $0.001$. The estimate $R\simeq0.120$ is 8\% above $1/9=0.111$. It fails for large mass ratios: it grows without limit, whereas the true $|r|$ approaches one.

For the chosen parameters $k_1=0.362$ nm$^{-1}$ and $k_2=0.725$ nm$^{-1}$, with wavelengths of 17.3 and 8.7 nm. The velocities are $0.839$ and $0.419$ nm/fs, so
\begin{equation}
r=\frac{0.8388-0.4194}{0.8388+0.4194}=0.3333,\qquad R=0.1111 .
\end{equation}

Two numerical tests start from (\ref{bdd}) without using (\ref{amps}). Integration through a smooth mass ramp $10^{-5}$ nm wide gave $r=1/3$ from the light side and $-1/3$ from the heavy side, within $10^{-4}$, at 0.02, 0.10 and 0.50 eV. A Gaussian wave packet with central wave number $k_1$ and a density of standard deviation 15 nm was also started 80 nm before the interface. After the collision a probability of $0.1113$ lay on the incident side. A packet contains many energies, but they share one value of $R$.

\section{Where the result changes}

\subsection{A graded interface}

When the mass changes gradually, (\ref{estimate}) applies to each thin slice, which reflects an amplitude $\frac14\,d(\ln m)$. To leading order in reflection the slices add with their round-trip phases:
\begin{equation}
r\simeq\frac14\int\frac{d\ln m}{dz}\,e^{2i\int^z k\,dz'}\,dz .
\end{equation}
Across a width $w$ the phase advances by between $2k_1w$ and $2k_2w$. For $w=1$ nm this is 0.7 to 1.4 rad, and the contributions nearly add; for 5 nm it is 3.6 to 7.2 rad, and they partly cancel. Numerical integration of (\ref{bdd}) for a smooth ramp, in which $\ln m$ follows the cubic step $3s^2-2s^3$ as $s$ runs from 0 to 1 across the width, gives $R=0.106$ and $0.028$ respectively; the leading-order integral gives $0.114$ and $0.027$. The second value depends strongly on the shape of the ramp: a mass that rises linearly over 5 nm gives $0.013$.

\subsection{Oblique incidence}

At angle $\theta$ from the light side the parallel wave number $k_1\sin\theta$ is conserved. The normal components are $k_1\cos\theta$ and $k_1\sqrt{4-\sin^2\theta}$. Dividing each by its mass gives the ratio of normal velocities,
\begin{equation}
q=\frac{\sqrt{4-\sin^2\theta}}{4\cos\theta},\qquad r=\frac{1-q}{1+q}.
\end{equation}
Reflection vanishes when $q=1$, that is $16(1-\sin^2\theta)=4-\sin^2\theta$. This gives $\sin^2\theta=4/5$ and $\theta=63.4^\circ$. From the heavy side, the parallel wave number $2k_1\sin\theta$ must not exceed $k_1$, so reflection is total beyond $30^\circ$. For an isotropic incident flux the average $R$ is 0.06 from the light side and 0.77 from the heavy side. The value $1/9$ found at normal incidence is therefore not the average for an isotropic thermal flux.

\subsection{A real contact}

The parameters are near those of an InGaAs channel (mass roughly $0.04\,m_0$) meeting an indium-oxide contact (roughly $0.2$ to $0.3\,m_0$). These masses have ratios of 5 to 7.5, for which (\ref{rho}) gives $R=0.15$ to $0.22$ instead of $0.11$. Two further assumptions may break. First, conditions (\ref{match}) take the envelope to be continuous. Between two unlike crystals the bonding at the interface can make it jump, which can change $R$ even when the band edges are equal. The lattice spacing then supplies a length, so $R$ can also depend on energy. In a one-dimensional tight-binding chain of spacing 0.3 nm with the original masses, an interface bond 5\% weaker than the geometric mean of the two bulk bonds gives $R=0.41$, $0.19$ and $0.14$ at 0.02, 0.10 and 0.50 eV. Second, the band edges of two different materials need not line up. The effect of an offset can be found with (\ref{match}) and the original masses kept. If the edge of material 2 lies higher by $U$, then $v_2=\sqrt{2(E-U)/m_2}$ and the velocity ratio becomes $q=\frac12\sqrt{1-U/E}$. At fixed $E=0.10$ eV, $R$ is 0.23 for $U=+0.05$ eV and 0.06 for $U=-0.05$ eV. It vanishes at $U=-3E=-0.30$ eV, where the velocities match, and equals one for $U\ge E$, where no wave propagates in a thick material 2. The offset can therefore move $R$ anywhere from zero to one. An insulating layer at the interface would add a tunnelling barrier, which is not sized here.

\subsection{Smaller corrections and occupation}

In a two-band model the mass that enters $k^2=2m(E)E/\hbar^2$ and the matching conditions (\ref{match}) grows as $m(E)=m(1+E/E_g)$. The group velocity involves a different mass, $m(1+2E/E_g)$, so the $v_i$ in (\ref{amps}) must now be read as $\hbar k_i/m_i(E)$ and not as group velocities. With rough gaps of 0.75 and 3 eV the masses become $0.057\,m_0$ and $0.207\,m_0$, and $R$ falls to 0.098.

A rough oxide mobility of 50 cm$^2$/Vs implies a lifetime $\tau=\mu m_2/e=5.7$ fs and a mean free path $v_2\tau\simeq2.4$ nm, shorter than the wavelength there. The product of $k_2$ and this path is only 1.7, so a plane-wave description of the oxide is marginal. Representing this loss by a potential $-i\hbar/(2\tau)$ in material 2 changes $R$ only to 0.108. That estimate does not count electrons scattered back into the channel, so it sizes the change in coherent reflection, not in the contact's total resistance.

At 300 K and a rough oxide density of $10^{19}$ cm$^{-3}$, states at $E$ are about 36\% occupied, if the zero-temperature Fermi energy of 0.085 eV serves as chemical potential. At this density the chemical potential at 300 K is lower, about 0.077 eV, which reduces the occupation to 29\%. In coherent elastic transport the occupation affects the net current through the difference of occupations on the two sides, and leaves $R$ unchanged. At a given Fermi energy the density scales as $m^{3/2}$, so flat bands in equilibrium would require one eighth of the oxide density for parabolic bands (about one seventh with the two-band masses above), roughly $10^{18}$ cm$^{-3}$, on the light side; other densities bend the bands near the interface. The numerical output lists most of these values together.

\section*{Table of computed values}
\begin{verbatim}
Energy above common edge: 0.10 eV
Mass, side 1: 0.05 m0
Mass, side 2: 0.20 m0
Wave number k1: 0.3623 1/nm
Wave number k2: 0.7245 1/nm
Wavelength, side 1: 17.34 nm
Wavelength, side 2: 8.67 nm
Velocity v1: 0.8388 nm/fs
Velocity v2: 0.4194 nm/fs
Amplitude r, light to heavy: 0.3333
Amplitude t, light to heavy: 1.3333
Density ratio t^2: 1.7778
Reflection probability R: 0.1111
Transmission probability T: 0.8889
r from thin-ramp integration: 0.3333
r from thin ramp, heavy to light: -0.3333
R from wave packet: 0.1113
Wrong rule (psi' continuous): r: -0.3333
Wrong rule: R: 0.1111
Wrong rule: R + T: 0.3333
Mass ratios m2/m1 giving R = 1/9: 1/4 and 4
R with offset U = +0.05 eV: 0.2281
R with offset U = -0.05 eV: 0.0578
Offset U for zero reflection: -0.30 eV
Zero-reflection angle, light side: 63.43 degrees
Critical angle, heavy side: 30.00 degrees
Flux-averaged R, from light side: 0.0619
Flux-averaged R, from heavy side: 0.7655
R with 1 nm mass ramp: 0.1058
R with 5 nm mass ramp: 0.0276
Gap used, side 1: 0.75 eV
Gap used, side 2: 3.00 eV
Nonparabolic mass at E, side 1: 0.0567 m0
Nonparabolic mass at E, side 2: 0.2067 m0
R with nonparabolic bands: 0.0978
Lifetime, side 2 (mobility 50 cm2/Vs): 5.69 fs
Mean free path, side 2: 2.38 nm
Absorbing potential hbar/(2 tau): 0.0579 eV
R with absorption on side 2: 0.1077
Electron density, side 2: 1.00e+19 cm^-3
Fermi energy, side 2: 0.0846 eV
Density on side 1 at same Fermi energy: 1.25e+18 cm^-3
Thermal energy at 300 K: 0.0259 eV
Occupation at E, side 2, 300 K: 0.36
\end{verbatim}
